**Band gap of an alternating Hückel chain, tested in real space**

The program tests the result \(E_g=2|\beta_1-\beta_2|\) for a chain with alternating hoppings \(\beta_1,\beta_2\) of equal sign, equal site energies and one electron per site. It diagonalizes 18 rings, two of them with equal hoppings, and asserts agreement with the formula; the largest error is about \(10^{-14}\) eV. Further assertions cover rings with an odd number of cells, a reversed hopping sign, staggered site energies, open chains, end states, the band-edge current element, orbital overlap and second-neighbour hopping. For hoppings of −2.85 and −2.15 eV the output gives a gap of 1.40 eV, or 886 nm. The interacting (Pariser–Parr–Pople) calculation is asserted to reproduce the Hückel gap of hexatriene without repulsion and the analytic two-site excitation with repulsion. For hexatriene with repulsion it gives an optical excitation of 5.46 eV, against a Hückel gap of 3.14 eV. The random-hopping averages and the thermal factor are printed as estimates and are not asserted.

## Program and output

```python
# Result under test: an infinite chain with alternating hoppings b1, b2 of equal
# sign, equal site energies and one electron per site has the gap 2|b1 - b2|.
# Energies are in eV. A cell holds two sites; k is the phase per cell.
# Rings and open chains are diagonalized in real space and compared with theory.
from itertools import combinations
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

HC_EV_NM = const.h * const.c / const.e * 1e9
COULOMB_EV_ANGSTROM = const.e / (4 * np.pi * const.epsilon_0) * 1e10


def chain(cells, b1, b2, ring=False, alpha=0.0, stagger=0.0):
    """Hamiltonian of 2*cells sites; the first bond carries b1."""
    size = 2 * cells
    hops = np.where(np.arange(size - 1) % 2 == 0, b1, b2)
    site = alpha + stagger * (-1.0) ** np.arange(size)
    h = np.diag(site) + np.diag(hops, 1) + np.diag(hops, -1)
    if ring:
        h[0, -1] += b2
        h[-1, 0] += b2
    return h


def gap(h, overlap=None):
    """Lowest empty minus highest filled level at one electron per site."""
    levels = eigh(h, overlap, eigvals_only=True)
    half = len(levels) // 2
    return levels[half] - levels[half - 1]


def ohno(u, distance):
    return u / np.sqrt(1 + (u * distance / COULOMB_EV_ANGSTROM) ** 2)


def optical_excitation(cells, b1, b2, u, short, long):
    """Lowest strongly dipole-allowed excitation of an open interacting chain.
    All configurations with equal numbers of up and down electrons are kept."""
    size = 2 * cells
    lengths = np.where(np.arange(size - 1) % 2 == 0, short, long)
    hops = np.where(np.arange(size - 1) % 2 == 0, b1, b2)
    angles = np.pi / 6 * (-1.0) ** np.arange(size - 1)
    steps = lengths[:, None] * np.column_stack((np.cos(angles), np.sin(angles)))
    xy = np.vstack((np.zeros(2), np.cumsum(steps, axis=0)))
    repulsion = ohno(u, np.linalg.norm(xy[:, None] - xy[None], axis=2))
    np.fill_diagonal(repulsion, 0.0)
    strings = list(combinations(range(size), cells))
    index = {s: i for i, s in enumerate(strings)}
    dim = len(strings)
    occ = np.zeros((dim, size))
    kinetic = np.zeros((dim, dim))
    for a, s in enumerate(strings):
        occ[a, list(s)] = 1
        for i in range(size - 1):
            if (i in s) != (i + 1 in s):
                moved = tuple(sorted(set(s) ^ {i, i + 1}))
                kinetic[index[moved], a] = hops[i]
    density = (occ[:, None] + occ[None]).reshape(-1, size)
    double = (occ @ occ.T).reshape(-1)
    charge = density - 1
    diagonal = u * double + 0.5 * np.sum((charge @ repulsion) * charge, axis=1)
    one = np.eye(dim)
    h = np.kron(kinetic, one) + np.kron(one, kinetic) + np.diag(diagonal)
    energy, states = np.linalg.eigh(h)
    dipole = charge @ xy[:, 0]
    strength = (states.T @ (dipole * states[:, 0])) ** 2
    strength[0] = 0.0
    first = np.flatnonzero(strength > 0.1 * strength.sum())[0]
    return energy[first] - energy[0]


# Gap law on rings with an even number of cells, which contain k = pi.
rng = np.random.default_rng(7)
worst = 0.0
for sign in (-1, 1):
    for b1, b2 in list(rng.uniform(0.2, 4, (8, 2))) + [(2.0, 2.0)]:
        found = gap(chain(60, sign * b1, sign * b2, True, alpha=-3.0))
        worst = max(worst, abs(found - 2 * abs(b1 - b2)))
assert worst < 1e-10

# Example parameters (rough typical values for long polyenes).
strong, weak = -2.85, -2.15
bulk_gap = 2 * abs(strong - weak)
ring = chain(100, strong, weak, True)
levels, orbitals = np.linalg.eigh(ring)
ring_gap = levels[100] - levels[99]
band_span = levels[-1] - levels[0]
assert abs(ring_gap - bulk_gap) < 1e-10
assert abs(band_span - 2 * abs(strong + weak)) < 1e-10

# The highest filled orbital must change sign from cell to cell (k = pi).
filled_edge = orbitals[:, 99]
assert np.allclose(filled_edge[2:], -filled_edge[:-2], atol=1e-8)

# A ring with an odd number of cells misses k = pi.
odd_cells = 51
odd_gap = gap(chain(odd_cells, strong, weak, True))
odd_formula = 2 * np.sqrt((strong - weak) ** 2
                          + 4 * strong * weak * np.sin(np.pi / 2 / odd_cells) ** 2)
assert abs(odd_gap - odd_formula) < 1e-10

# Exceptions: opposite signs, and unequal site energies on a uniform chain.
opposite_gap = gap(chain(60, strong, -weak, True))
assert abs(opposite_gap - 2 * abs(strong - weak)) < 1e-10
stagger = 0.3
stagger_gap = gap(chain(60, strong, weak, True, stagger=stagger))
assert abs(stagger_gap - 2 * np.hypot(strong - weak, stagger)) < 1e-10
mean_hop = (strong + weak) / 2
uniform_stagger_gap = gap(chain(60, mean_hop, mean_hop, True, stagger=stagger))
assert abs(uniform_stagger_gap - 2 * stagger) < 1e-10

# Current element between the band edges, sites half a cell length apart.
upper = np.triu(ring, 1)
upper[0, -1] = 0.0
forward = upper.astype(complex)
forward[-1, 0] = weak
current = 0.5j * (forward - forward.conj().T)
edge_current = abs(orbitals[:, 100] @ current @ orbitals[:, 99])
assert abs(edge_current - abs(strong + weak) / 2) < 1e-8

# Open chains with strong end bonds, uniform chains, and weak end bonds.
cell_counts = [1, 2, 3, 5, 10, 20, 50, 200]
open_gaps = [gap(chain(n, strong, weak)) for n in cell_counts]
assert np.all(np.diff(open_gaps) < 0) and min(open_gaps) > bulk_gap
assert open_gaps[-1] - bulk_gap < 0.01
for n in (1, 3, 20, 100):
    expected = 4 * abs(mean_hop) * np.sin(np.pi / (2 * (2 * n + 1)))
    assert abs(gap(chain(n, mean_hop, mean_hop)) - expected) < 1e-10
uniform_open_gap = gap(chain(100, mean_hop, mean_hop))
weak_end_gap = gap(chain(40, weak, strong))
assert weak_end_gap < 1e-3
odd_chain = chain(30, weak, strong)[:-1, :-1]
end_energy, end_states = np.linalg.eigh(odd_chain)
middle = np.argmin(abs(end_energy))
end_ratio = end_states[2, middle] / end_states[0, middle]
assert abs(end_energy[middle]) < 1e-10
assert abs(end_ratio + weak / strong) < 1e-8

# Overlap proportional to hopping; positive overlap goes with negative hopping.
mean_overlap = 0.25
overlap_slope = mean_overlap / abs(mean_hop)
overlap_gap = gap(ring, np.eye(200) - overlap_slope * ring)
assert abs(overlap_gap - bulk_gap / (1 - (overlap_slope * bulk_gap / 2) ** 2)) < 1e-9

# Second-neighbour hopping, both signs, below the sufficient bound.
second_hop = 0.2
second_bound = strong * weak / (2 * abs(strong + weak))
assert second_hop < second_bound
shift = np.roll(np.eye(200), 2, axis=1)
for value in (-second_hop, second_hop):
    second_gap = gap(ring + value * (shift + shift.T))
    assert abs(second_gap - bulk_gap) < 1e-9

# Static random hopping on finite rings.
disorder = 0.15
random_gaps = []
for _ in range(30):
    noise = rng.normal(0, disorder, 200)
    h = ring.copy()
    for i in range(200):
        j = (i + 1) % 200
        h[i, j] += noise[i]
        h[j, i] += noise[i]
    random_gaps.append(gap(h))

# Interacting chain: two independent limits, then hexatriene.
repulsion_u, short, long = 11.0, 1.36, 1.44
huckel_hexatriene = gap(chain(3, strong, weak))
free_limit = optical_excitation(3, strong, weak, 0.0, short, long)
assert abs(free_limit - huckel_hexatriene) < 1e-9
ionic = repulsion_u - ohno(repulsion_u, short)
dimer_formula = (ionic + np.sqrt(ionic ** 2 + 16 * strong ** 2)) / 2
dimer = optical_excitation(1, strong, weak, repulsion_u, short, long)
assert abs(dimer - dimer_formula) < 1e-9
ppp_hexatriene = optical_excitation(3, strong, weak, repulsion_u, short, long)

temperature = 298.0
thermal_energy = const.k * temperature / const.e
thermal_factor = np.exp(-bulk_gap / (2 * thermal_energy))

print(f"Largest error of gap law on 18 test rings: {worst:.1e} eV")
print(f"Strong-bond hopping: {strong:.2f} eV")
print(f"Weak-bond hopping: {weak:.2f} eV")
print(f"Gap from formula: {bulk_gap:.4f} eV")
print(f"Gap of 100-cell ring: {ring_gap:.4f} eV")
print(f"Gap wavelength: {HC_EV_NM / bulk_gap:.1f} nm")
print(f"Top of vertical interband range: {band_span:.4f} eV")
print(f"Wavelength at top of range: {HC_EV_NM / band_span:.1f} nm")
for wavelength in (248, 193):
    print(f"Photon energy at {wavelength} nm: {HC_EV_NM / wavelength:.3f} eV")
print(f"Gap of {odd_cells}-cell ring: {odd_gap:.4f} eV")
print(f"Gap with one hopping sign reversed: {opposite_gap:.4f} eV")
print(f"Site-energy stagger delta: {stagger:.2f} eV")
print(f"Alternating ring with stagger, gap: {stagger_gap:.4f} eV")
print(f"Uniform ring with stagger, gap: {uniform_stagger_gap:.4f} eV")
print(f"Band-edge current element: {edge_current:.4f} eV x cell length")
for n, value in zip(cell_counts, open_gaps):
    print(f"Open chain, {n} double bonds: {value:.4f} eV, {HC_EV_NM / value:.1f} nm")
print(f"Uniform hopping (mean value): {mean_hop:.2f} eV")
print(f"Uniform open chain, 200 sites, gap: {uniform_open_gap:.4f} eV")
print(f"Weak-ended chain, 80 sites, level splitting: {weak_end_gap:.2e} eV")
print(f"End-state amplitude ratio per cell: {end_ratio:.4f}")
print(f"Mean neighbour overlap: {mean_overlap:.2f}")
print(f"Overlap per hopping magnitude: {overlap_slope:.3f} 1/eV")
print(f"Gap with overlap: {overlap_gap:.4f} eV")
print(f"Second-neighbour hopping magnitude: {second_hop:.2f} eV")
print(f"Sufficient bound for unchanged gap: {second_bound:.4f} eV")
print(f"Gap with second-neighbour hopping: {second_gap:.4f} eV")
print(f"Random hopping standard deviation: {disorder:.2f} eV")
print(f"Mean gap of 30 random 100-cell rings: {np.mean(random_gaps):.3f} eV")
print(f"Standard deviation of these gaps: {np.std(random_gaps):.3f} eV")
print(f"On-site repulsion U: {repulsion_u:.1f} eV")
print(f"Short and long bond lengths: {short:.2f}, {long:.2f} angstrom")
print(f"Hexatriene, Huckel gap: {huckel_hexatriene:.3f} eV")
print(f"Hexatriene, PPP optical excitation: {ppp_hexatriene:.3f} eV")
print(f"PPP excitation wavelength: {HC_EV_NM / ppp_hexatriene:.1f} nm")
print(f"PPP minus Huckel: {ppp_hexatriene - huckel_hexatriene:.3f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal_energy:.4f} eV")
print(f"Thermal factor exp(-gap/2kT): {thermal_factor:.2e}")
print("PASS")
```

It prints:

```
Largest error of gap law on 18 test rings: 1.1e-14 eV
Strong-bond hopping: -2.85 eV
Weak-bond hopping: -2.15 eV
Gap from formula: 1.4000 eV
Gap of 100-cell ring: 1.4000 eV
Gap wavelength: 885.6 nm
Top of vertical interband range: 10.0000 eV
Wavelength at top of range: 124.0 nm
Photon energy at 248 nm: 4.999 eV
Photon energy at 193 nm: 6.424 eV
Gap of 51-cell ring: 1.4328 eV
Gap with one hopping sign reversed: 1.4000 eV
Site-energy stagger delta: 0.30 eV
Alternating ring with stagger, gap: 1.5232 eV
Uniform ring with stagger, gap: 0.6000 eV
Band-edge current element: 2.5000 eV x cell length
Open chain, 1 double bonds: 5.7000 eV, 217.5 nm
Open chain, 2 double bonds: 3.9420 eV, 314.5 nm
Open chain, 3 double bonds: 3.1378 eV, 395.1 nm
Open chain, 5 double bonds: 2.3999 eV, 516.6 nm
Open chain, 10 double bonds: 1.8121 eV, 684.2 nm
Open chain, 20 double bonds: 1.5443 eV, 802.8 nm
Open chain, 50 double bonds: 1.4293 eV, 867.5 nm
Open chain, 200 double bonds: 1.4021 eV, 884.3 nm
Uniform hopping (mean value): -2.50 eV
Uniform open chain, 200 sites, gap: 0.0781 eV
Weak-ended chain, 80 sites, level splitting: 3.12e-05 eV
End-state amplitude ratio per cell: -0.7544
Mean neighbour overlap: 0.25
Overlap per hopping magnitude: 0.100 1/eV
Gap with overlap: 1.4069 eV
Second-neighbour hopping magnitude: 0.20 eV
Sufficient bound for unchanged gap: 0.6127 eV
Gap with second-neighbour hopping: 1.4000 eV
Random hopping standard deviation: 0.15 eV
Mean gap of 30 random 100-cell rings: 1.308 eV
Standard deviation of these gaps: 0.064 eV
On-site repulsion U: 11.0 eV
Short and long bond lengths: 1.36, 1.44 angstrom
Hexatriene, Huckel gap: 3.138 eV
Hexatriene, PPP optical excitation: 5.456 eV
PPP excitation wavelength: 227.2 nm
PPP minus Huckel: 2.319 eV
Temperature: 298 K
Thermal energy: 0.0257 eV
Thermal factor exp(-gap/2kT): 1.45e-12
PASS
```
